\section*{Static Screening and Impurity Potentials in the Two-Dimensional Electron Gas}

\section{A charge near an electron layer}

A charged donor lies in or near a thin conducting layer. Electrons in the layer rearrange and reduce its potential, but they can move only in the plane, while the electric field also fills the space above and below. Two questions follow: how does the screening depend on the electron density, and how fast does the screened potential fall with distance?

Consider a strictly two-dimensional gas at zero temperature, with energies $\varepsilon_{\mathbf k}=k^2/2m$, degeneracy $g$ (spin times valley) and a uniform background of dielectric constant $\kappa$. Hartree atomic units are used, so $m$ is in electron masses. The occupation $f_{\mathbf k}$ is one for $k<k_F$ and zero otherwise, and the density is
\begin{equation}
n=g\int\frac{d^2k}{(2\pi)^2}f_{\mathbf k}=\frac{gk_F^2}{4\pi}.
\label{density}
\end{equation}

\section{The static polarisability}

Let each electron feel a weak potential energy $U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\mathrm{c.c.}$ To first order, a plane wave in an area $A$ becomes
\begin{equation}
\psi_{\mathbf k}=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\left[1+
\frac{U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}
+\frac{U_{\mathbf q}^*e^{-i\mathbf q\cdot\mathbf r}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].
\label{state}
\end{equation}
In $|\psi_{\mathbf k}|^2$ the factor $e^{i\mathbf q\cdot\mathbf r}$ comes from the second term and from the complex conjugate of the third. Summing over occupied states gives
\begin{equation}
n_{\mathbf q}=U_{\mathbf q}\,g\int\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}
+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right].
\label{nq}
\end{equation}
Define the polarisability by $n_{\mathbf q}=-\Pi(q)U_{\mathbf q}$, so that $\Pi$ is positive when electrons collect where their energy is low. Replacing $\mathbf k$ by $\mathbf k+\mathbf q$ in the second term of (\ref{nq}) gives
\begin{equation}
\Pi(q)=g\int\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}.
\label{transitions}
\end{equation}
Pairs of occupied states cancel here, including the nearly degenerate pairs for which (\ref{state}) fails individually. A narrow strip around zero denominator can therefore be removed symmetrically before the two terms are separated, which makes each a principal value. The substitution $\mathbf k\to-\mathbf k$ in (\ref{nq}) shows that the two terms are equal, so
\begin{equation}
\Pi(q)=2g\,\mathrm P\!\!\int\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\,
\frac{2m}{q^2+2kq\cos\theta},
\label{pv}
\end{equation}
where $\theta$ is the angle between $\mathbf k$ and $\mathbf q$.

\subsection{The angular integral}

Set $a=q^2$, $b=2kq$ and $t=\tan(\theta/2)$. With $d\theta=2\,dt/(1+t^2)$ and $\cos\theta=(1-t^2)/(1+t^2)$,
\begin{equation}
I=\mathrm P\!\!\int_{-\pi}^{\pi}\frac{d\theta}{a+b\cos\theta}
=\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,dt}{(a+b)+(a-b)t^2}.
\end{equation}
If $a>b$, this is an arctangent integral and $I=2\pi/\sqrt{a^2-b^2}$. If $b>a$, define $t_0^2=(b+a)/(b-a)$. Then
\begin{equation}
I=\frac{2}{b-a}\,\mathrm P\!\!\int_{-\infty}^{\infty}\frac{dt}{t_0^2-t^2}
=\frac{1}{(b-a)t_0}\left[\ln\left|\frac{t_0+t}{t_0-t}\right|\right]_{-\infty}^{\infty}=0.
\label{zero}
\end{equation}
The logarithm vanishes at both infinities, and its large values on the two sides of each pole cancel in the principal value. Since $a>b$ means $k<q/2$, only electrons inside that circle contribute to (\ref{pv}). For larger $k$, positive and negative energy denominators balance.

\subsection{The radial integral}

For $k<q/2$, $\sqrt{a^2-b^2}=q\sqrt{q^2-4k^2}$. The prefactors in (\ref{pv}) combine as $2g\cdot2m\cdot2\pi/(4\pi^2)=2gm/\pi$. With $k_1=\min(k_F,q/2)$,
\begin{align}
\Pi(q)&=\frac{2gm}{\pi q}\int_0^{k_1}\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi q}\left[-\frac14\sqrt{q^2-4k^2}\right]_0^{k_1}\nonumber\\
&=\frac{gm}{2\pi q}\left[q-\sqrt{q^2-4k_1^2}\right].
\end{align}
For $q\le2k_F$ the last root is zero; for $q>2k_F$, $k_1=k_F$. Thus
\begin{equation}
\Pi(q)=\frac{gm}{2\pi}G(q),\qquad
G(q)=\begin{cases}1,&q\le2k_F,\\
1-\sqrt{1-(2k_F/q)^2},&q>2k_F.\end{cases}
\label{stern}
\end{equation}
This is Stern's static polarisability.

At long wavelength the value can be understood from thermodynamics. Equation (\ref{density}) and $\mu=k_F^2/2m$ give $n=gm\mu/2\pi$, so $dn/d\mu=gm/2\pi=\Pi(0)$: the density of states is constant. That alone does not explain a plateau at finite $q$. The plateau follows from (\ref{zero}): when $q<2k_F$, electrons added at the Fermi circle have $k>q/2$ and leave $\Pi(q)$ unchanged.

For $q\gg2k_F$, the expansion $1-\sqrt{1-x^2}\simeq x^2/2$ gives
\begin{equation}
\Pi(q)\simeq\frac{gmk_F^2}{\pi q^2}=\frac{4mn}{q^2}.
\end{equation}
At short wavelength the response is therefore proportional to density. Direct quadrature of (\ref{transitions}) agrees with (\ref{stern}) on both sides of the edge. Diagonalization of electrons in a weak cosine potential, which does not start from perturbation theory, gives $G=0.2546$ at $q=3k_F$, as does the formula.

\section{The screening wavevector}

Let $\phi$ be the potential felt by a positive unit charge in the plane. A sheet source with wavevector $q$ has a potential proportional to $e^{-q|z|}$, which solves Laplace's equation away from the sheet. The jump in its slope gives $2q\phi_q=4\pi/\kappa$ for unit source amplitude, hence $v(q)=2\pi/(\kappa q)$. A point charge $Z$ at height $d$ gives $\phi^{\rm ext}_q=2\pi Ze^{-qd}/(\kappa q)$ in the plane.

An electron has $U=-\phi$, so $n_q=\Pi\phi_q$. In the random-phase approximation the electrons respond as independent particles to the total electrostatic potential. Their negative charge produces $-v n_q$, and
\begin{equation}
\phi_q=\phi_q^{\rm ext}-v(q)\Pi(q)\phi_q
\quad\Longrightarrow\quad
\phi_q=\frac{2\pi Z}{\kappa}\frac{e^{-qd}}{q+q_sG(q)},
\label{screened}
\end{equation}
where
\begin{equation}
q_s=\frac{2\pi}{\kappa}\Pi(0)=\frac{gm}{\kappa}.
\label{qs}
\end{equation}
For every $q\le2k_F$ the screening wavevector is $q_s$, independent of density. Density sets the width of this range.

Density dependence also returns on heating. With temperature $T$ in energy units, the constant density of states gives $n=(gm/2\pi)T\ln(1+e^{\mu/T})$. Writing $n=(gm/2\pi)E_F$ with $E_F=k_F^2/2m$ gives $1+e^{\mu/T}=e^{E_F/T}$, so the long-wavelength screening wavevector is
\begin{equation}
q_s(T)=\frac{2\pi}{\kappa}\frac{dn}{d\mu}
=\frac{q_s}{1+e^{-\mu/T}}=q_s\left(1-e^{-E_F/T}\right).
\end{equation}
The zero-temperature value requires $T\ll E_F$; for $T\gg E_F$ the result is $q_sE_F/T$, proportional to density.

\section{The impurity potential in real space}

The angular part of the inverse Fourier transform gives a Bessel function:
\begin{equation}
\phi(r)=\frac Z\kappa\int_0^\infty dq\,
\frac{qJ_0(qr)e^{-qd}}{q+q_sG(q)}.
\label{hankel}
\end{equation}
Let $\phi_{\rm s}$ be this integral with $G=1$ at all $q$, and let $\phi_{\rm F}=\phi-\phi_{\rm s}$. Subtracting the two fractions gives
\begin{equation}
\phi_{\rm F}(r)=\frac Z\kappa\int_{2k_F}^{\infty}dq\,
\frac{qJ_0(qr)e^{-qd}\,q_s(1-G)}{(q+q_s)(q+q_sG)}.
\label{split}
\end{equation}
The lower limit is $2k_F$ because $1-G$ vanishes below it.

\subsection{The smooth inverse-cube tail}

The transform of the bare potential is $\int_0^\infty J_0(qr)e^{-qh}dq=(r^2+h^2)^{-1/2}$. Applying $-\partial/\partial h$ gives
\begin{equation}
\int_0^\infty qJ_0(qr)e^{-qh}\,dq=\frac{h}{(r^2+h^2)^{3/2}}.
\label{dipole}
\end{equation}
Write $1/(q+q_s)=\int_0^\infty e^{-(q+q_s)s}ds$ and use (\ref{dipole}) with $h=d+s$:
\begin{equation}
\phi_{\rm s}(r)=\frac Z\kappa\int_0^\infty ds\,
e^{-q_ss}\frac{d+s}{[r^2+(d+s)^2]^{3/2}}.
\label{smooth}
\end{equation}
For $Z>0$ this is positive. Each contribution has the form of a vertical dipole's potential, seen in the plane from a height $d+s$. If $q_s\to0$, the integral returns the bare potential $Z/(\kappa\sqrt{r^2+d^2})$.

The exponential limits $s$ to a few times $1/q_s$. For $r\gg d$ and $r\gg1/q_s$, expand
\begin{equation}
\frac{h}{(r^2+h^2)^{3/2}}=\frac h{r^3}
\left(1-\frac{3h^2}{2r^2}+\cdots\right).
\label{expand}
\end{equation}
The first term requires $\int_0^\infty e^{-q_ss}(d+s)ds=d/q_s+1/q_s^2$, so
\begin{equation}
\phi_{\rm s}(r)\simeq\frac{Z(1+q_sd)}{\kappa q_s^2r^3}.
\label{cube}
\end{equation}
The second term reduces this by the relative amount
\begin{equation}
\delta=\frac{3}{2r^2}\,
\frac{d^3/q_s+3d^2/q_s^2+6d/q_s^3+6/q_s^4}{d/q_s+1/q_s^2},
\label{delta}
\end{equation}
whose numerator is $\int_0^\infty e^{-q_ss}(d+s)^3ds$. For $d=0$, $\delta=9/(q_sr)^2$.

\subsection{The Friedel oscillation}

The full potential has another long-range part. Put $Q=2k_F$ and $q=Q+x$ in (\ref{split}). Just above the edge, $1-(Q/q)^2\simeq2x/Q=x/k_F$, so $1-G\simeq\sqrt{x/k_F}$. Away from the edge the amplitude in (\ref{split}) is smooth and its rapid oscillations cancel; the large-$r$ behaviour comes from expanding the amplitude in powers of $\sqrt x$.

Use $J_0(qr)\simeq\sqrt{2/(\pi qr)}\cos(qr-\pi/4)$. The power integrals, defined with a vanishing convergence factor, follow by rotating $x=it$:
\begin{equation}
\int_0^\infty x^pe^{ixr}dx=\Gamma(p+1)\,r^{-p-1}e^{i\pi(p+1)/2}.
\label{power}
\end{equation}
For $p=1/2$, $\Gamma(3/2)=\sqrt\pi/2$. The leading term is therefore
\begin{align}
\phi_{\rm F}&\simeq\frac Z\kappa
\frac{Qq_se^{-Qd}}{(Q+q_s)^2\sqrt{k_F}}\sqrt{\frac2{\pi Qr}}\,
\frac{\sqrt\pi}{2r^{3/2}}\,
\mathrm{Re}\,e^{i(Qr-\pi/4+3\pi/4)}\nonumber\\
&=-\frac Z\kappa\,
\frac{q_se^{-2k_Fd}}{(2k_F+q_s)^2}\,
\frac{\sin(2k_Fr)}{r^2}.
\label{friedel}
\end{align}
The factors reduce because $(Q/\sqrt{k_F})\sqrt{2/(\pi Qr)}=2/\sqrt{\pi r}$, and the minus sign comes from $\cos(Qr+\pi/2)=-\sin Qr$.

Thus the inverse-cube law describes the smooth part, not the complete asymptotic potential. At zero temperature the oscillation decays more slowly and eventually dominates. At low but nonzero temperature, averaging $\sin(2k_Fr)$ over the thermal width of the Fermi edge multiplies the leading oscillation, to leading order in $T/E_F$, by $y/\sinh y$, with $y=2\pi mTr/k_F$. This factor decays exponentially at large $r$, so the inverse-cube part then wins far enough away.

To find the first correction to (\ref{friedel}) at zero temperature, set $\sigma=1-G$ and expand
\begin{equation}
\frac{q_s\sigma}{(q+q_s)(q+q_s-q_s\sigma)}
=\frac{q_s\sigma}{(q+q_s)^2}+\frac{q_s^2\sigma^2}{(q+q_s)^3}+\cdots .
\end{equation}
Since $\sigma^2\simeq x/k_F$, (\ref{power}) with $p=1$ gives the additional term
\begin{equation}
-\frac Z\kappa\frac{q_s^2e^{-Qd}}{(Q+q_s)^3}
\frac{2}{\sqrt{\pi k_Fr}}\,
\frac{\cos(Qr-\pi/4)}{r^2}.
\label{next}
\end{equation}
At radii where $\sin Qr=\pm1$, $\cos(Qr-\pi/4)=\pm1/\sqrt2$ with the same sign. Dividing (\ref{next}) by (\ref{friedel}) then gives a relative correction
\begin{equation}
\eta=\frac{q_s}{Q+q_s}\sqrt{\frac{2}{\pi k_Fr}}.
\label{eta}
\end{equation}
It halves when $r$ increases fourfold.

\subsection{Where each law is visible}

Equating (\ref{cube}) to the amplitude of (\ref{friedel}) gives the crossover radius
\begin{equation}
r_x=\frac{(1+q_sd)(2k_F+q_s)^2e^{2k_Fd}}{q_s^3}.
\label{crossover}
\end{equation}
An inverse-cube range exists if $r_x$ lies far beyond the radii at which $\delta$ becomes small. Raising the impurity can create this range, because height suppresses the oscillation exponentially.

\section{A worked example}

Take $m=0.1$, $\kappa=10$, $g=2$ and $Z=1$. Equation (\ref{qs}) gives
\begin{equation}
q_s=\frac{2\times0.1}{10}=0.020\ \mathrm{bohr}^{-1}
=0.378\ \mathrm{nm}^{-1},
\end{equation}
and a screening length of 50 bohr. For $n=10^{-5}\ \mathrm{bohr}^{-2}$ ($3.57\times10^{11}\ \mathrm{cm}^{-2}$), $k_F=\sqrt{2\pi n}=0.00793\ \mathrm{bohr}^{-1}$ and the edge is at $0.01585\ \mathrm{bohr}^{-1}$. A fourfold increase in density doubles $k_F$ and the edge $2k_F$, and leaves $q_s$ unchanged.

At $q=0.010\ \mathrm{bohr}^{-1}$, inside both plateaus, quadrature gives $q_sG=0.0200\ \mathrm{bohr}^{-1}$ for both densities. At $q=0.025\ \mathrm{bohr}^{-1}$ the denser gas keeps this value, while the dilute gas has $0.0045\ \mathrm{bohr}^{-1}$ because this $q$ lies beyond its edge.

The potentials below, in hartree, are for the dilute gas. At the first radius of each pair $\sin(2k_Fr)=1$, and at the second it is $-1$.

\begin{center}
\begin{tabular}{rrrr}
$d$ (bohr) & $r$ (bohr) & full $\phi$ & $r^{-3}$ law\\
0 & 10007 & $-1.61\times10^{-8}$ & $2.49\times10^{-10}$\\
0 & 10206 & $1.59\times10^{-8}$ & $2.35\times10^{-10}$\\
400 & 10007 & $2.21\times10^{-9}$ & $2.25\times10^{-9}$\\
400 & 10206 & $2.14\times10^{-9}$ & $2.12\times10^{-9}$
\end{tabular}
\end{center}

For the in-plane impurity, (\ref{crossover}) gives
\begin{equation}
r_x=\frac{(0.01585+0.0200)^2}{(0.0200)^3}\simeq161\ \mathrm{bohr}.
\end{equation}
There $\delta=9/(0.020\times161)^2\simeq0.87$, so the inverse-cube law has not yet become accurate; with $k_Fr\simeq1.3$ the Friedel law is not accurate either, and this crossover is only formal. This impurity has no separate $r^{-3}$ range. At the two tabulated radii near $10^4$ bohr the oscillation is about 66 times the smooth part and sets the sign of the potential.

At $d=400$ bohr the factor $e^{-2k_Fd}$ is $1.76\times10^{-3}$, while $1+q_sd=9$. The crossover moves to $8.2\times10^5$ bohr. Equation (\ref{delta}) becomes $\delta\simeq3.16\times10^5/r^2$ with $r$ in bohr, about 7\% at 2081 bohr and 0.3\% at 10007 bohr. The inverse-cube law therefore has a wide range.

At 10007 bohr the ratio of the full potential to (\ref{cube}) is 0.984. Of the shortfall $1-0.984=0.016$, the smooth correction $\delta$ supplies 0.003, and the Friedel part $\phi_{\rm F}$, divided by (\ref{cube}), supplies about 0.013. At the higher density the ratio is 0.997: the oscillation is now negligible, and $\delta$ accounts for the remaining difference. The tail has the same coefficient at both densities.

The Friedel law was tested separately at $d=0$. At radii where $\sin(2k_Fr)=1$, the ratio of the computed $\phi-\phi_{\rm s}$ to (\ref{friedel}) exceeds one by 0.0252 at 39732 bohr and by 0.0125 at 159029 bohr. Equation (\ref{eta}) gives 0.0251 and 0.0125 at these radii. The numerical output gives the other radii and the separate parts of the potential.

These numbers describe the linear, random-phase model at zero temperature. For the oscillation, $T\ll E_F$ is not a sufficient condition: $E_F$ corresponds to 99 K, but at 1 K the oscillation at 10007 bohr is already reduced to about 0.4 of its zero-temperature size, and at 4 K the smooth part dominates there. For the in-plane charge, the bare potential at $r=1/q_s$ is $Zq_s/\kappa=2\times10^{-3}$ hartree, about six times $E_F=k_F^2/2m\simeq3.1\times10^{-4}$ hartree. Electrons feel the screened potential, but (\ref{hankel}) differs from the bare $Z/(\kappa r)$ by at most $(Z/\kappa)\int_0^\infty q_sG/(q+q_sG)\,dq$, which is finite because $G$ falls as $q^{-2}$. Close enough to the charge the screened potential therefore also exceeds $E_F$, and weak perturbation fails there. The in-plane rows of the table are the linear-model values for $Z=1$; for a real unit charge the scattering is strong, and the phase of the oscillation, hence its sign at a given radius, can differ. For the remote charge, (\ref{smooth}) is largest at $r=0$, where it is below $Z/(\kappa q_sd^2)\simeq3.1\times10^{-5}$ hartree, or one tenth of $E_F$. In (\ref{split}), $|J_0|\le1$, $1-G<1$, $q<q+q_sG$ and $q_s<q+q_s$, so $|\phi_{\rm F}|<(Z/\kappa)\int_{2k_F}^\infty e^{-qd}dq=Ze^{-2k_Fd}/(\kappa d)\simeq4.4\times10^{-7}$ hartree, which barely changes this bound. Linear response is then much better founded for the smooth part. The Friedel part is less secure: it comes from a single scattering with wavevector $2k_F$, and two successive scatterings whose wavevectors add along a line to $2k_F$ carry the same factor $e^{-2k_Fd}$, so the height does not suppress them exponentially relative to it. Its amplitude, and with it $r_x$, can change appreciably beyond linear order. Exchange and correlation in the response, scattering by disorder (which also damps the oscillation), finite layer thickness and a non-parabolic band lie outside the model.

\section*{Table of computed values}
\begin{verbatim}
Pi(q)/Pi(0): q/kF, formula, quadrature
  0.3  1.000000  1.000000
  1.0  1.000000  1.000000
  1.9  1.000000  1.000000
  2.1  0.695089  0.695089
  3.0  0.254644  0.254644
  5.0  0.083485  0.083485
Pi(q)/Pi(0) from diagonalization in a weak cosine potential:
  q/kF = 1.2: 1.0000, formula 1.0000
  q/kF = 3.0: 0.2546, formula 0.2546
Band mass 0.1 m_e, kappa 10.0, g 2, Z 1.0
Effective Bohr radius kappa/m = 100.0 bohr
q_s = 0.0200 bohr^-1 = 0.3779 nm^-1
Screening length 1/q_s = 50.0 bohr
n = 1.0e-05 bohr^-2 = 3.571e+11 cm^-2
  kF = 0.007927, 2kF = 0.015853 bohr^-1, E_F = 8.549 meV
  q_s G(q) at q = 0.010 bohr^-1: 0.020000 bohr^-1
  q_s G(q) at q = 0.025 bohr^-1: 0.004536 bohr^-1
n = 4.0e-05 bohr^-2 = 1.428e+12 cm^-2
  kF = 0.015853, 2kF = 0.031707 bohr^-1, E_F = 34.195 meV
  q_s G(q) at q = 0.010 bohr^-1: 0.020000 bohr^-1
  q_s G(q) at q = 0.025 bohr^-1: 0.020000 bohr^-1
Friedel law, d = 0, r = 39732 bohr: relative error 0.0252
Friedel law, d = 0, r = 159029 bohr: relative error 0.0125
  ratio of the two errors = 2.011
Friedel part / law, d = 400, r = 39732 bohr: 1.0255
d = 0 bohr: exp(-2kF d) = 1.000e+00, crossover r_x = 160.7 bohr
  r (bohr); hartree: full, smooth, r^-3 law, Friedel law
    2080.7 -3.7591e-07  2.7609e-08  2.7751e-08 -3.5936e-07
    2278.9  3.5546e-07  2.1033e-08  2.1123e-08  2.9958e-07
   10007.4 -1.6081e-08  2.4939e-10  2.4945e-10 -1.5536e-08
   10205.6  1.5930e-08  2.3514e-10  2.3520e-10  1.4938e-08
d = 400 bohr: exp(-2kF d) = 1.762e-03, crossover r_x = 8.208e+05 bohr
  r (bohr); hartree: full, smooth, r^-3 law, Friedel law
    2080.7  2.3198e-07  2.3265e-07  2.4976e-07 -6.3319e-10
    2278.9  1.7971e-07  1.7914e-07  1.9011e-07  5.2785e-10
   10007.4  2.2092e-09  2.2380e-09  2.2450e-09 -2.7373e-11
   10205.6  2.1380e-09  2.1104e-09  2.1168e-09  2.6321e-11
Full potential / r^-3 law, d = 400, r = 10007.4 bohr:
  n = 1.0e-05 bohr^-2: 0.98404
  n = 4.0e-05 bohr^-2: 0.99685
\end{verbatim}
